# Cherenkov loss below the gap in semiconductor electron energy-loss spectra

**What scaling allows**

A fast electron moves at constant velocity $v$ through a uniform, nonmagnetic medium that is transparent at angular frequency $\omega$, with real permittivity $\varepsilon(\omega)>0$. With Gaussian fields, define

$$\mathbf E'=\sqrt\varepsilon\,\mathbf E,\quad \mathbf H'=\mathbf H,\quad \rho'=\rho/\sqrt\varepsilon,\quad \mathbf j'=\mathbf j/\sqrt\varepsilon,\quad c'=c/\sqrt\varepsilon .$$

Maxwell's equations at this frequency then become those of vacuum. For example, $\nabla\cdot(\varepsilon\mathbf E)=4\pi\rho$ becomes $\nabla\cdot\mathbf E'=4\pi\rho'$. The work is unchanged, because $\rho\mathbf E=\rho'\mathbf E'$.

The energy lost per length and per unit $\omega$ is quadratic in the charge. The available quantities are $e^2/\varepsilon$, $c/\sqrt\varepsilon$, $v$ and $\omega$, so it must be

$$\frac{e^2/\varepsilon}{c^2/\varepsilon}\,\omega\,f(\varepsilon\beta^2)=\frac{e^2\omega}{c^2}f(\varepsilon\beta^2),\qquad \beta=\frac vc .$$

Dividing by $\hbar\omega$ gives a number of losses, and a further $\hbar$ turns "per frequency" into "per energy". In Hartree units ($e=\hbar=m=1$), used from here on in the derivations, the loss probability per length and energy is $f/c^2$. No factor of $\omega$ remains. If $f$ is well away from zero, the slow variation of $\varepsilon$ changes it little, so the spectrum below the gap is nearly flat and has no onset at the gap.

The belief to be tested is that the first energy loss seen in a semiconductor marks its gap. It rests on the loss function $\mathrm{Im}(-1/\varepsilon)$, which vanishes where $\varepsilon$ is real and nonzero. One case with $f\ne0$ refutes it.

**The counter-example: 0.9 eV loss with a 1.1 eV gap**

Let the electron, of charge $-1$, be at $z=vt$. Fields vary as $e^{i(\mathbf k\cdot\mathbf r-\omega t)}$, so absorption means $\mathrm{Im}\,\varepsilon>0$. The sources are

$$\rho(\mathbf k,\omega)=-2\pi\delta(\omega-k_zv),\qquad j_z=v\rho .$$

In the gauge $\mathbf k\cdot\mathbf A=\varepsilon\omega\phi/c$, Maxwell's equations give

$$\phi=\frac{4\pi\rho}{\varepsilon D},\quad A_z=\frac{4\pi v\rho}{cD},\quad D=k^2-\frac{\varepsilon\omega^2}{c^2},\quad E_z=-ik_z\phi+\frac{i\omega}{c}A_z .$$

The delta function sets $k_z=s\equiv\omega/v$. With $q$ the wavevector across the path, and $\omega v/c^2=s\beta^2$,

$$E_z=-4\pi i s\rho\,\frac{1/\varepsilon-\beta^2}{D},\qquad D=q^2+s^2(1-\varepsilon\beta^2).$$

The force on the electron is $-E_z$, so its energy loss per length is $+E_z$ at its own position. The $k_z$ integral replaces $\rho$ by $-1/v$, and negative frequencies supply the complex conjugate:

$$\frac{dW}{dz}=\int_0^\infty\! d\omega\int\!\frac{d^2q}{4\pi^2}\,\frac1\pi\,\frac{4\pi s}{v}\,\mathrm{Re}\left[i\,\frac{1/\varepsilon-\beta^2}{D}\right].$$

Since $\mathrm{Re}(iX)=-\mathrm{Im}X$ and $s=\omega/v$, dividing by the energy $\omega$ of each loss gives the probability per length, energy and $d^2q$:

$$P(q,\omega)=\frac1{\pi^2v^2}\,\mathrm{Im}\left[-\frac{1/\varepsilon-\beta^2}{q^2+s^2(1-\varepsilon\beta^2)}\right].\tag{1}$$

Let the absorption tend to zero. If $\varepsilon\beta^2<1$, the denominator is positive and the loss vanishes. If $\varepsilon\beta^2>1$, it is $q^2-q_c^2-i0$, with $q_c=s\sqrt{\varepsilon\beta^2-1}$. Using $\mathrm{Im}[1/(x-i0)]=\pi\delta(x)$ and $d^2q=\pi\,d(q^2)$,

$$\frac{dP}{dz\,d\omega}=\frac{1}{\pi^2v^2}\left(\beta^2-\frac1\varepsilon\right)\pi\cdot\pi=\frac1{c^2}\left(1-\frac1{\varepsilon\beta^2}\right).\tag{2}$$

This is the form required by scaling, with $f=1-1/(\varepsilon\beta^2)$.

For numbers, take a Tauc–Lorentz absorption with gap $E_g=1.1$ eV, resonance $E_0=3.8$ eV and width $C=2.0$ eV:

$$\varepsilon_2(E)=\frac{AE_0C(E-E_g)^2}{E[(E^2-E_0^2)^2+C^2E^2]}\quad(E>E_g),$$

and zero below $E_g$. The real part $\varepsilon_1$ follows from the Kramers–Kronig relation with $\varepsilon\to1$ at high energy. The amplitude $A=108.28$ eV makes the static value 12. These are round parameters in the rough regime of silicon.

At 0.9 eV the model has $\varepsilon=12.846$. At 200 kV, $\beta=0.6953$ and $1/\beta^2=2.068$. Restoring units replaces $1/c^2$ by $\alpha/(\hbar c)=3.698\times10^{-5}$ per eV per nm, where $\alpha$ is the fine-structure constant. Hence

$$3.698\times10^{-5}\left(1-\frac{2.068}{12.846}\right)=3.10\times10^{-5}\ \mathrm{eV^{-1}\,nm^{-1}},$$

or $4.47\times10^{-5}$ per hartree per bohr. The loss lies 0.2 eV below the gap, where $\mathrm{Im}(-1/\varepsilon)=0$. At 0.3 and 0.6 eV the rates are 3.07 and $3.08\times10^{-5}$ in the same units, so the spectrum is nearly flat, as scaling requires.

**The correct statement**

For a local, isotropic, nonmagnetic bulk medium, (1) holds with complex $\varepsilon=\varepsilon_1+i\varepsilon_2$. In a transparent range with $\varepsilon_1>0$, the loss is zero for $\varepsilon_1\beta^2<1$ and is given by (2) for $\varepsilon_1\beta^2>1$, with $\varepsilon_1$ taken at the energy of the loss. An onset can therefore be assigned to interband absorption only after light emission has been excluded or modelled.

The derivation of (1) nowhere assumed real $\varepsilon$. It remains to see how a loss can survive when $\varepsilon_2\to0$. Write $\mu^2=1-\varepsilon\beta^2$, so that $1/\varepsilon-\beta^2=\mu^2/\varepsilon$, and multiply numerator and denominator in (1) by $D^*=q^2+s^2(\mu^2)^*$:

$$\mathrm{Im}\left[-\frac{\mu^2}{\varepsilon}q^2-\frac{s^2|\mu^2|^2}{\varepsilon}\right]=\mathrm{Im}\left(-\frac1\varepsilon\right)\left(q^2+s^2|\mu^2|^2\right),$$

because $\mathrm{Im}(\mu^2/\varepsilon)=\mathrm{Im}(1/\varepsilon-\beta^2)=\mathrm{Im}(1/\varepsilon)$. Thus

$$P=\frac{1}{\pi^2v^2}\,\mathrm{Im}\left(-\frac1\varepsilon\right)\frac{q^2+s^2|\mu^2|^2}{|q^2+s^2\mu^2|^2}.\tag{3}$$

For weak absorption the first factor is about $\varepsilon_2/\varepsilon_1^2$. Above threshold the denominator is $(q^2-q_c^2)^2+(s^2\beta^2\varepsilon_2)^2$, whose inverse integrates over $q^2$ to $\pi/(s^2\beta^2\varepsilon_2)$. On the ring $q=q_c$ the numerator is

$$s^2(\varepsilon_1\beta^2-1)+s^2(\varepsilon_1\beta^2-1)^2=s^2\varepsilon_1\beta^2(\varepsilon_1\beta^2-1).$$

The product is $\pi(\beta^2-1/\varepsilon_1)$. The absorption has cancelled, and (2) follows again. Below threshold the denominator has no zero to compensate the vanishing first factor.

With appreciable absorption there is no sharp threshold. Integrating (1) up to a collected wavevector $Q$ gives

$$\frac{dP}{dz\,d\omega}=\frac1{\pi v^2}\,\mathrm{Im}\left\{-\left(\frac1\varepsilon-\beta^2\right)\left[\ln(Q^2+s^2\mu^2)-\ln(s^2\mu^2)\right]\right\}.\tag{4}$$

Both arguments lie in the lower half-plane, because $\mathrm{Im}\,\mu^2=-\beta^2\varepsilon_2<0$, so principal logarithms are correct. For $c\to\infty$ at fixed $v$, $\mu^2\to1$ and (4) becomes $\mathrm{Im}(-1/\varepsilon)\ln(1+Q^2/s^2)/(\pi v^2)$. The usual loss function is this unretarded limit.

**The energy leaves as light**

In the transparent range the destination of the energy can be found from the flux through a cylinder of radius $R$ about the path. With $\lambda=s\mu$ and $\mathrm{Re}\,\lambda\ge0$, the two-dimensional transform of $1/(q^2+\lambda^2)$ is $K_0(\lambda R)/2\pi$. The fields above, with $H_\varphi=-\partial_RA_z$ and $K_0'=-K_1$, become

$$E_z=\frac{2is}{v}\left(\frac1\varepsilon-\beta^2\right)K_0(\lambda R),\qquad H_\varphi=-\frac{2\lambda}{c}K_1(\lambda R).$$

The outward energy per length and frequency is $(cR/2\pi)\,\mathrm{Re}(-E_zH_\varphi^*)$. Above threshold, causality gives $\lambda=-iq_c$, an outgoing wave. Then, with $x=q_cR$,

$$K_0(-ix)=\frac{i\pi}{2}H_0^{(1)}(x),\qquad K_1(-ix)=-\frac{\pi}{2}H_1^{(1)}(x),$$

$$\mathrm{Re}[K_0K_1^*]=\frac{\pi^2}{4}(J_1Y_0-J_0Y_1)=\frac{\pi}{2x},$$

where the last step is the Bessel Wronskian. The flux is

$$\frac{cR}{2\pi}\,\frac{4sq_c}{vc}\left(\beta^2-\frac1\varepsilon\right)\frac{\pi}{2q_cR}=\frac{\omega}{v^2}\left(\beta^2-\frac1\varepsilon\right).$$

Divided by $\omega$, this is (2) at every radius. The whole loss is carried away as light, and none of it creates electron–hole pairs in the transparent bulk. Below threshold $\lambda$ is real, $-E_zH_\varphi^*$ is imaginary and the flux is zero.

**Voltage and angle**

Setting $\beta^2=1/\varepsilon_1$ gives the threshold voltage, $eU=mc^2[(1-1/\varepsilon_1)^{-1/2}-1]$. For $\varepsilon_1=12$ it is 22.7 kV. Close to this voltage the spectrum below the gap is not flat. At 22 kV the condition is $\varepsilon_1>12.37$, which the model meets only just above 0.6 eV, so the light has an onset there that depends on the voltage and does not mark the gap. The largest $\varepsilon_1$ in the model, 21.3 at 2.86 eV, would give 12.4 kV. At 10 kV the condition requires $\varepsilon_1>26.3$, which the model never reaches.

The table gives the bulk loss (4) in $10^{-6}$ per eV per nm, with the collection half-angle held at 2 mrad.

| $E$ (eV) | 200 kV, unretarded | 200 kV, retarded | 10 kV, retarded |
|---|---|---|---|
| 0.9 | 0 | 31.0 | 0 |
| 1.3 | 0.23 | 31.7 | 1.6 |
| 1.7 | 1.35 | 32.5 | 9.5 |
| 3.0 | 5.9 | 31.8 | 41.9 |

At 200 kV the retarded loss hardly changes across the gap. At 10 kV the bulk loss starts at the gap.

As an explicit but arbitrary measure of onset, take the energy at which the loss first reaches one tenth of its value at 3 eV. The unretarded bulk spectrum gives 1.45 eV, above the true gap because the absorption rises continuously from zero there and reaches the chosen level only at a higher energy. The retarded spectrum has already passed this level at 0.05 eV, the lowest energy examined.

A normal aperture does not remove this loss. At 0.9 eV, $q_c=0.0150\ \mathrm{nm^{-1}}$, which deflects the electron by 6.0 μrad, far inside 2 mrad. The light itself travels at an angle $\theta$ to the beam, with $\cos\theta=k_z/k=1/(\sqrt\varepsilon\beta)$, so $\theta=66.3^\circ$. In a foil normal to the beam, light escapes through a flat face only within 16.2° of the normal. The Cherenkov light is therefore totally reflected, and the faces cannot be ignored.

**A second case: the foil**

Let the medium fill $0<z<a$, with vacuum outside. Label vacuum 0 and the medium 1, so $\varepsilon_0=1$, and in this section $\varepsilon_1$ is the full permittivity. Divide all fields by $4\pi s/v$. The particle's own field in region $j$ is $e^{isz}$ times

$$C_j=\frac{i(1/\varepsilon_j-\beta^2)}{D_j}\ \text{ for }E_z,\qquad F_j=\frac{iq}{s\varepsilon_jD_j}\ \text{ for }E_\parallel ,$$

where $E_\parallel$ is the component along $\mathbf q$. The faces add free waves with $\kappa_j=\sqrt{q^2-\varepsilon_j\omega^2/c^2}$, decaying or outgoing. Their $E_z$ is $B_0e^{\kappa_0z}$ before the foil, $B_1e^{-\kappa_1z}+B_2e^{\kappa_1(z-a)}$ inside, and $B_3e^{-\kappa_0(z-a)}$ behind. Zero divergence gives $E_\parallel=(i/q)\partial_zE_z$. With $g=e^{-\kappa_1a}$ and $p=e^{isa}$, continuity of $\varepsilon E_z$ and $E_\parallel$ requires

$$\begin{aligned}
C_0+B_0&=\varepsilon_1(C_1+B_1+gB_2),\\
F_0+\tfrac iq\kappa_0B_0&=F_1+\tfrac iq\kappa_1(gB_2-B_1),\\
pC_0+B_3&=\varepsilon_1(pC_1+gB_1+B_2),\\
pF_0-\tfrac iq\kappa_0B_3&=pF_1+\tfrac iq\kappa_1(B_2-gB_1).
\end{aligned}$$

These four linear equations fix the four amplitudes. The work integral $I=\int E_ze^{-isz}dz$ is

$$I=aC_1+B_1\frac{1-g/p}{\kappa_1+is}+B_2\frac{1/p-g}{\kappa_1-is}+\frac{B_0}{\kappa_0-is}+\frac{B_3/p}{\kappa_0+is},$$

and the loss per energy is $(\pi^2v^2)^{-1}\int d^2q\,\mathrm{Re}\,I$. The vacuum particle field is omitted because $C_0$ is imaginary. The term $aC_1$ reproduces (1); the others contain guided light, transition radiation and interface corrections. In a transparent foil the guided modes are poles that reach the real $q$ axis from above as absorption vanishes, so the integral passes below them.

At 200 kV and 2 mrad the model gives:

| $a$ (nm) | One-tenth energy (eV) | Loss at 0.9 eV (per eV) | Ratio to bulk |
|---|---|---|---|
| 50 | 0.16 | 0.00114 | 0.74 |
| 100 | 0.064 | 0.00215 | 0.69 |
| 200 | at or below 0.05 | 0.0057 | 0.91 |
| 500 | at or below 0.05 | 0.0224 | 1.44 |
| 1000 | at or below 0.05 | 0.0356 | 1.15 |

The ratio compares the loss with $a$ times (2). It is not monotonic, and it approaches 1 in thick foils (1.07 at 2000 nm, 1.03 at 5000 nm). The loss splits into light radiated through the faces and the residues of the guided-mode poles. Guided modes carry only about 1% and 2.5% of it at 50 and 100 nm, so in these thin foils the picture of trapped Cherenkov light does not apply; they carry 41%, 87% and 86% at 200, 500 and 1000 nm, and account for the overshoot at 500 nm. The apparent onset moves with thickness while the gap stays fixed. Solving for the crossing directly gives 0.064 eV at 100 nm (interpolation on a 0.05 eV grid gives 0.065 eV) and 0.026, 0.009 and 0.004 eV for the three thicker foils.

Low voltage does not remove everything. A 100 nm foil at 10 kV still has a loss of $3.4\times10^{-4}$ per eV at 0.9 eV, about 16% of the 200 kV value, although the bulk Cherenkov loss is zero. The foil is transparent at this energy, so this loss too must leave as light, made possible by the faces.

**Limits of the model and use with silicon**

Silicon shares the model's rough gap and static permittivity, so the sub-gap bulk rate should be similar. Above the gap the model is far from silicon. Silicon's gap is indirect, and its absorption up to about 3 eV is much weaker than the model's $\varepsilon_2=7.0$ at 2.5 eV. Its $\varepsilon_1$ also peaks higher, roughly 40 near 3.3 eV, so 10 kV is not below the condition $\varepsilon_1\beta^2=1$ there. Near and below the gap, 10 kV does remove silicon's bulk Cherenkov loss, but this need not reveal the gap. At 1.3 eV silicon's $\varepsilon_2$ is only of order 0.01, and it is smaller still closer to the gap. Since $\mathrm{Im}(-1/\varepsilon)\approx\varepsilon_2/\varepsilon_1^2$, scaling the 1.3 eV entry of the bulk table gives an interband loss of order $10^{-5}$ per eV in 100 nm. This is far below the $3.4\times10^{-4}$ per eV of light found for the 10 kV foil at 0.9 eV.

Real specimens break the bulk assumption: for the foils above at 200 kV, this changes the 0.9 eV loss by factors from 0.69 to 1.44, and at 10 kV it creates a loss where the bulk has none. Repeated scattering also matters, mainly for the intensity of the signal near and below the gap. The model's mean free path, for losses of 1.1–300 eV within 2 mrad, is 240 nm at 200 kV and 74 nm at 10 kV. A 100 nm foil thus gives on average 0.42 and 1.36 losses with deflections within 2 mrad, and a 1000 nm foil at 200 kV gives 4.2. The foil table leaves out the effect of these other losses on the measured spectrum. Losses with larger deflections add to these, and at 10 kV they are the majority. Repeated losses add in energy, so an electron that has lost less than the gap energy cannot also have had a loss above the gap. These other losses therefore weaken the sub-gap signal but do not shift it in energy. If the losses are independent, they weaken the zero-loss peak by the same factor.

Two other effects are small at 0.9 eV. Energy and momentum conservation multiply $\cos\theta$ by $1+\hbar\omega(\varepsilon-1)/(2\gamma mc^2)$, with $\gamma=(1-\beta^2)^{-1/2}$, a relative shift of $7.5\times10^{-6}$. Free carriers at $10^{18}\ \mathrm{cm^{-3}}$, with mass $0.3\,m$ and Drude response $-\omega_p^2/\omega^2$, change $\varepsilon_1$ by $-0.006$. The instrument's zero-loss tail, phonons, surface oxide and the $q$ dependence of $\varepsilon$ are left out; the tail in particular can hide the lowest energies. Elastic scattering is also left out, although every formula assumes a straight path. A screened Born estimate for silicon gives an elastic mean free path of about 150 nm at 200 kV but only about 12 nm at 10 kV, with typical deflections near 90 mrad. In a 100 nm foil at 10 kV a fraction of only about $10^{-4}$ of the electrons passes undeflected, so the 10 kV foil numbers describe the model and not a practical measurement at that thickness.

A gap assignment can be tested by changing voltage and thickness at fixed collection half-angle, and by fitting the retarded foil response. If a low-energy signal changes as that response predicts for a transparent foil, light emission is enough to explain it, and its onset cannot be taken as the gap. The match does not prove that absorption is absent, because weak absorption barely alters the loss at 200 kV: at 1.3 eV, setting the model's $\varepsilon_2$ to zero changes the loss by less than 10% for every foil thickness in the table. The numerical output below gives the remaining values.

## Computed values

```
model gap 1.1 eV; resonance 3.8 eV; width 2.0 eV
static eps 12.0; Tauc-Lorentz amplitude 108.28 eV
largest eps1 21.34 at 2.86 eV
loss sum rule: integral 1.4399, expected 1.4399
200 kV: beta 0.6953, v 95.28 a.u., threshold eps 2.068
10 kV: beta 0.1950, threshold eps 26.30
threshold voltage, static eps: 22.72 kV
threshold voltage, largest eps1: 12.41 kV
collection half-angle 2.0 mrad; Q(200 kV) 5.011 1/nm
bulk loss in 1e-6 per eV per nm:
E/eV  eps1   eps2   unretarded200  retarded200  retarded10
0.3  12.084  0.0000       0.000      30.651       0.000
0.6  12.350  0.0000       0.000      30.787       0.000
0.9  12.846  0.0000       0.000      31.026       0.000
1.3  14.178  0.1495       0.227      31.658       1.628
1.7  16.085  1.2021       1.350      32.508       9.490
2.5  20.325  7.0067       4.146      33.013      29.273
3.0  21.101 15.0963       5.935      31.790      41.865
at 0.9 eV: Cherenkov rate 31.026e-6 per eV per nm
same rate 4.4677e-05 per hartree per bohr
Poynting rates at 50, 2000 nm: 31.026, 31.026 (1e-6 per eV per nm)
ring q 0.01497 1/nm; electron deflection 5.98 microrad
light angle to beam 66.34 deg; escape-cone half-angle 16.20 deg
first energy with loss at 10% of its 3 eV value (grid starts 0.05 eV):
bulk unretarded 1.452 eV; bulk retarded 0.050 eV
foils at 200 kV: thickness, 10% energy, loss at 0.9 eV, ratio to bulk Cherenkov
   50 nm  0.161 eV  1.141e-03 per eV  0.736
  100 nm  0.065 eV  2.153e-03 per eV  0.694
  200 nm  0.050 eV  5.674e-03 per eV  0.914
  500 nm  0.050 eV  2.240e-02 per eV  1.444
 1000 nm  0.050 eV  3.557e-02 per eV  1.147
100 nm foil at 10 kV, 0.9 eV: 3.379e-04 per eV
200 kV: model mean free path 240.0 nm, 100 nm / path 0.417 (losses 1.1-300 eV, 2 mrad)
10 kV: model mean free path 73.5 nm, 100 nm / path 1.360 (losses 1.1-300 eV, 2 mrad)
relative recoil shift of cos(light angle) 7.50e-06
free carriers 1e+18 per cm3, mass 0.3 m_e: eps1 change at 0.9 eV -0.00567
```
